# Detached length of an S-shaped cantilever stuck to its substrate

## A stuck beam whose contact edge is held in place

A cantilever of length \(L\), width \(b\) and thickness \(t\) is anchored at height \(g\) above a flat, rigid substrate. After wet release and drying, its outer part may lie flat on the substrate while the inner part, of length \(s\), bridges the gap in an S. Suppose first that a clamp holds the contact edge at a chosen \(s\). Adhesion then plays no part, and the only question is how much bending energy the bridge stores.

The bridge is horizontal at both ends. A half turn about its midpoint exchanges the ends and leaves the S unchanged, but reverses the sign of the curvature. The curvature at the midpoint is therefore zero. Each half is a cantilever of length \(\ell=s/2\), bent by a force \(F\) at its free end through a deflection \(g/2\).

For such a half, let \(y\) be its deflection at distance \(x\) from its clamped end. The bending moment is \(F(\ell-x)\), so \(EIy''=F(\ell-x)\), where \(E\) is the Young modulus and \(I=bt^3/12\). Integrating twice, with zero slope and deflection at the clamp, gives

\[
y(\ell)=\frac{F}{EI}\left(\frac{\ell^3}{2}-\frac{\ell^3}{6}\right)=\frac{F\ell^3}{3EI}.
\]

Setting \(y(\ell)=g/2\) and \(\ell=s/2\) yields \(F=12EIg/s^3\). The force grows linearly with the deflection, so the energy of the whole bridge is

\[
U_b=\tfrac12Fg=\frac{6EIg^2}{s^3}=\frac{Ebt^3g^2}{2s^3}. \tag{1}
\]

A short bridge is expensive. Now remove the clamp. Bending pushes the contact edge outward, towards larger \(s\), and adhesion pulls it inward. The balance lies at

\[
s_0=\left(\frac{3Et^3g^2}{2\Gamma}\right)^{1/4}, \tag{2}
\]

where \(\Gamma\) is the work of adhesion, the energy needed to separate unit area of contact. This holds for a straight, uniform, slender beam with small slopes and a rigid anchor, provided that \(L>s_0\). Adhesion acts only in contact, and the adhered part can slide along the substrate, so no axial tension builds up. The formulas contain no physical constants and keep the same form in atomic units.

## First derivation: minimising the total energy

Let \(x\) run from the anchor and let \(w(x)\) be the deflection measured downward from anchor height. The fully separated straight beam has zero energy. The stuck beam has

\[
U=\frac{EI}{2}\int_0^s (w'')^2\,dx-\Gamma b(L-s). \tag{3}
\]

The minus sign expresses that contact lowers the energy. The boundary conditions are

\[
w(0)=0,\quad w'(0)=0,\quad w(s)=g,\quad w'(s)=0.
\]

The last one holds because a kink is forbidden: turning through an angle \(\theta\) within a length \(\delta\) costs at least \(EI\theta^2/(2\delta)\), which diverges as \(\delta\to0\). The beam must meet its flat part tangentially.

**The shape at fixed \(s\).** Add to \(w\) a small change \(\eta\) that respects the boundary conditions, so that \(\eta\) and \(\eta'\) vanish at both ends. Two integrations by parts turn the first-order change of the energy into

\[
EI\int_0^s w''\eta''\,dx=EI\int_0^s w''''\eta\,dx .
\]

It vanishes for every \(\eta\) if \(w''''=0\), so \(w\) is a cubic. The remaining change, \((EI/2)\int(\eta'')^2dx\), is never negative, so this cubic is the minimum.

The conditions at the anchor leave \(w=Ax^2+Bx^3\). Zero slope at \(s\) requires \(2As+3Bs^2=0\), or \(A=-3Bs/2\). The height condition \(As^2+Bs^3=g\) becomes \(-Bs^3/2=g\). Hence \(B=-2g/s^3\), \(A=3g/s^2\), and

\[
w=g\left(\frac{3x^2}{s^2}-\frac{2x^3}{s^3}\right),\qquad
w''=\frac{6g}{s^2}\left(1-\frac{2x}{s}\right). \tag{4}
\]

The slope \(w'=(6g/s)(x/s)(1-x/s)\) is nowhere negative, so the bridge does not pass through the substrate. With \(z=x/s\) and \(\int_0^1(1-2z)^2dz=1/3\), the energy is

\[
U_b=\frac{EI}{2}\,\frac{36g^2}{s^4}\,\frac{s}{3}=\frac{6EIg^2}{s^3},
\]

in agreement with equation (1).

**The position of the edge.** Now let \(s\) vary:

\[
U(s)=\frac{Ebt^3g^2}{2s^3}-\Gamma b(L-s),\qquad
\frac{dU}{ds}=-\frac{3Ebt^3g^2}{2s^4}+\Gamma b. \tag{5}
\]

The derivative vanishes when \(s^4=3Et^3g^2/(2\Gamma)\), which is equation (2). The width cancels because both energies are proportional to it. The second derivative, \(6Ebt^3g^2/s^5\), is positive, so the energy has a minimum there.

**Stuck, metastable or absent.** Equation (2) gives \(Et^3g^2=2\Gamma s_0^4/3\). Substitution in equation (5) leaves

\[
U(s)=\Gamma b\left(\frac{s_0^4}{3s^3}+s-L\right),\qquad
U(s_0)=\Gamma b\left(\frac{4s_0}{3}-L\right). \tag{6}
\]

At equilibrium the bending energy is \(\Gamma bs_0/3\). Three ranges of beam length follow.

- For \(L>4s_0/3\), the stuck beam has less energy than the free one.
- For \(s_0<L<4s_0/3\), the free beam has less energy, but the S remains a local minimum. To leave it, the edge must first move outward against a rising energy.
- For \(L<s_0\), the energy falls all the way to \(s=L\). The edge runs to the tip and no S-shaped equilibrium exists.

The last case does not guarantee a free beam. A beam touching only with its tip edge may meet the substrate at an angle, which is a different boundary condition and a different problem.

## Second derivation: balance at the contact edge

The same length follows from the curvature at one point. Statics supplies the curvature, and an energy balance for a small motion of the edge says what it must be.

**The curvature.** No load acts between anchor and contact edge, so the shear force is constant and the moment \(EIw''\) is linear in \(x\). Let the curvature be \(\kappa_0\) at the anchor and \(\kappa_1\) at the edge, both with sign. The slope changes by the area under the curvature, \(s(\kappa_0+\kappa_1)/2\). Both ends are horizontal, so \(\kappa_1=-\kappa_0\). The deflection at the edge is

\[
g=\int_0^s(s-x)w''\,dx=s^2\left(\frac{\kappa_0}{3}+\frac{\kappa_1}{6}\right)=\frac{\kappa_0s^2}{6}.
\]

The edge curvature therefore has magnitude \(\kappa=6g/s^2\).

**The balance.** Let the edge move outward by \(\delta s\), and let \(\delta w\) be the change of deflection at fixed \(x\). The bending energy changes because the bridge gains a piece of length \(\delta s\) and because its shape changes. After integration by parts, with \(w''''=0\) and no change at the anchor,

\[
\delta U_b=\frac{EI}{2}w''(s)^2\,\delta s+EI\big[w''\,\delta w'-w'''\,\delta w\big]_{x=s}. \tag{7}
\]

The beam must be horizontal at the new edge. To first order this means \(w'(s)+w''(s)\delta s+\delta w'(s)=0\), and since \(w'(s)=0\), \(\delta w'(s)=-w''(s)\delta s\). The height condition gives \(\delta w(s)=-w'(s)\delta s=0\). Therefore

\[
\delta U_b=\left(\frac12-1\right)EI\,w''(s)^2\,\delta s=-\frac{EI\kappa^2}{2}\,\delta s. \tag{8}
\]

The new piece of bridge costs \(EI\kappa^2/2\) per unit length, but the rest of the bridge relaxes by twice that amount. Separating the surfaces costs \(\Gamma b\,\delta s\). The edge is at rest when

\[
\frac{EI\kappa^2}{2}=\Gamma b. \tag{9}
\]

With \(\kappa=6g/s^2\) the left side is \(18EIg^2/s^4=3Ebt^3g^2/(2s^4)\), and equation (2) follows again. Stability can be read off too: beyond \(s_0\) the curvature is too small to pay for separation, so the edge moves back.

The bridge arrives at the edge with a moment \(EI\kappa\), while the flat part, being straight, has none. In this model the difference is carried by adhesive and contact forces concentrated at the edge.

## What each derivation assumes

Both derivations use linear bending, tangential contact and adhesion of negligible range. They differ in what must be known.

The first needs the energy of the whole beam as a function of \(s\). In return it compares distant states, and so yields the threshold \(4s_0/3\). It also treats \(\Gamma\) as one number, equally valid for closing and opening the contact.

The second needs only the curvature at the edge and the cost of a small displacement. It says nothing about the free state, but it survives if opening costs more than closing returns. Let these energies be \(\Gamma_o>\Gamma_c\). The edge moves outward only if \(EI\kappa^2/2>\Gamma_ob\), and inward only if \(EI\kappa^2/2<\Gamma_cb\). If the beam is longer than \(s_0(\Gamma_c)\), the edge can then rest anywhere in the range

\[
s_0(\Gamma_o)\le s\le s_0(\Gamma_c),
\]

and its position depends on its history. A minimum of a single energy function would miss this range.

**A beam with natural curvature.** A stress gradient through the thickness gives a free beam a uniform curvature \(\kappa_i\). The first derivation handles this directly. The elastic energy, now including the flattened adhered part, is

\[
\frac{EI}{2}\int_0^s(w''-\kappa_i)^2dx+\frac{EI}{2}\kappa_i^2(L-s)
=\frac{EI}{2}\int_0^s(w'')^2dx-EI\kappa_i\big[w'(s)-w'(0)\big]+\frac{EI}{2}\kappa_i^2L .
\]

The bracket vanishes because both ends are horizontal, and the last term does not depend on \(s\). The detached length is therefore unchanged, provided that the anchor is rigid and the adhered part stays flat up to its tip. This is so while \(|\kappa_i|\) is below the edge curvature \(\sqrt{2\Gamma b/(EI)}\); a stronger upward curvature would peel the beam from its tip. If the free beam clears the substrate, the stuck state is nevertheless raised by \(EI\kappa_i^2L/2\) relative to it, so the threshold \(4s_0/3\) applies to straight beams only.

**A soft anchor.** Here the second derivation is shorter. Let the anchor rotate by \(a\kappa_0\), as an extra beam of length \(a\) under the same moment would. Zero slope at the edge now requires \(a\kappa_0+s(\kappa_0+\kappa_1)/2=0\), so \(\kappa_1=-\kappa_0(1+2a/s)\). The deflection condition becomes

\[
g=a\kappa_0s+s^2\left(\frac{\kappa_0}{3}+\frac{\kappa_1}{6}\right)
=\kappa_0s^2\left(\frac16+\frac{2a}{3s}\right).
\]

The anchor is itself in equilibrium, so its energy adds nothing to the first-order balance and equation (9) still holds. It demands \(|\kappa_1|=6g/s_0^2\), hence

\[
s^2=s_0^2\,\frac{1+2a/s}{1+4a/s},\qquad s\approx s_0-a \quad (a\ll s_0). \tag{10}
\]

## A polysilicon microbeam

Take \(E=160\) GPa, \(t=g=2000\) nm, \(b=10000\) nm, \(L=200000\) nm and \(\Gamma=100\) mJ/m². These are rough typical values for a surface-micromachined polysilicon beam, with adhesion towards the strong end. Since \(E/\Gamma=1600\) nm⁻¹,

\[
s_0^4=\tfrac32(1600)(2000)^3(2000)^2\ \text{nm}^4=7.68\times10^{19}\ \text{nm}^4,
\]

so \(s_0=9.36\times10^4\) nm, or \(9.36\times10^5\) angstrom. A direct minimisation over \(s\), with the deflection free to be any polynomial up to degree six that meets the boundary conditions, gives the same length to all five printed digits.

The bending energy is \(1.95\times10^8\) eV and the adhesion energy \(-6.64\times10^8\) eV. Their sum, \(-4.69\times10^8\) eV, is negative, as it must be for a beam longer than \(4s_0/3=1.25\times10^5\) nm. The edge curvature is \(6g/s_0^2=1.37\times10^{-6}\) nm⁻¹. The surface strain there is \(\kappa t/2\), which gives a peak bending stress of \(E\kappa t/2=0.22\) GPa.

Now lower \(\Gamma\) and hold everything else fixed. At 10 mJ/m² the length grows by \(10^{1/4}=1.78\), to \(1.66\times10^5\) nm. The beam is still longer than this, but shorter than \(4s_0/3\), and its energy lies \(1.4\times10^7\) eV above that of the free beam: the stuck state is metastable. At 1 mJ/m² the formula gives \(2.96\times10^5\) nm, which exceeds the beam length, so there is no S-shaped equilibrium.

A natural curvature of \(10^{-7}\) nm⁻¹, about 7 % of the edge curvature, leaves the computed length at \(9.36\times10^4\) nm, as derived above.

## Corrections for the same beam

**Anchor.** Assume an anchor as soft as an extra beam length \(a=t=2000\) nm. The computed length falls to \(9.17\times10^4\) nm, a change of \(-2.0\) % relative to \(s_0\). This agrees with equation (10).

**Blocked sliding.** If friction holds the adhered part, the bridge is stretched as the edge advances from the tip. The curved bridge is longer than its horizontal span by

\[
\frac12\int_0^s(w')^2dx=\frac{18g^2}{s}\int_0^1z^2(1-z)^2dz=\frac{3g^2}{5s},
\]

since the last integral is \(1/30\). Let \(S\) be the unstretched length of the bridge and \(\varepsilon\) its axial strain, so that \(S(1+\varepsilon)=s+3g^2/(5s)\). Material is laid down with the strain it has at the edge, so \(dS=ds/(1+\varepsilon)\). Differentiating the length relation with respect to \(s\) gives

\[
S\frac{d\varepsilon}{ds}=-\frac{3g^2}{5s^2},\qquad
\varepsilon\approx\frac{3g^2}{10}\left(\frac1{s^2}-\frac1{L^2}\right),
\]

where \(S\approx s\) and the strain is zero when the edge starts at \(s=L\).

With \(A=bt\), the stretching energy of the bridge is \(EA\varepsilon^2S/2\). When the edge moves, part of this is merely transferred to or from the adhered strip. What remains of the slope of the total energy is \(EA\varepsilon S\,d\varepsilon/ds=-3EA\varepsilon g^2/(5s^2)\). The bending slope is \(-18EIg^2/s^4\) with \(I=At^2/12\). The change of shape caused by tension enters only at second order, because the cubic already minimises the bending energy. The ratio of the two slopes is

\[
\frac{2\varepsilon s^2}{5t^2}=0.12\,\frac{g^2}{t^2}\left(1-\frac{s^2}{L^2}\right).
\]

Balance with \(\Gamma b\) multiplies \(s_0^4\) by one plus this ratio, so to first order

\[
\frac{s-s_0}{s_0}\approx0.03\,\frac{g^2}{t^2}\left(1-\frac{s_0^2}{L^2}\right).
\]

This gives 2.3 % here. Following the edge from the tip, with tension and shape solved together, gives 2.2 % and a final strain of \(1.0\times10^{-4}\). At fixed \(s_0/L\) the correction grows as \((g/t)^2\) while it is small. For a thin beam over a deep gap this first-order formula overestimates the shift, but the shift itself is large, and free sliding is no longer a harmless assumption.

**Width.** In a very wide beam the transverse strain is suppressed. The transverse stress is then \(\nu\) times the axial stress, where \(\nu\) is the Poisson ratio, and \(E\) is replaced by \(E/(1-\nu^2)\). For \(\nu=0.22\) the length rises by 1.25 %. This is the wide-beam limit; a beam of finite width lies below it.

**Slenderness.** The shear force \(12EIg/s_0^3\) would store 0.13 % of the bending energy. The largest slope, \(3g/(2s_0)=0.032\) at the middle of the bridge, has a square of \(1.0\times10^{-3}\), and the leading finite-slope corrections scale with this square. A larger correction, of first order in \(t/s_0\), comes from the contact edge. Local elastic deformation there lets the cross-section rotate, as at the crack tip of a double cantilever beam, and acts like an extra beam length of about \(0.7t\). For this beam it lowers the length by about 1.5 %, and ignoring it makes \(\Gamma\) appear about 6 % too large. All these corrections grow as \(s_0\) shrinks, so the formula fails for adhesion so strong that \(s_0\) is no longer much larger than \(t\) and \(g\).

**Real devices.** The assumption most at risk is a single, known \(\Gamma\). Real surfaces are rough and touch at scattered points, and their state depends on drying and coating, so the effective value can lie orders of magnitude below 100 mJ/m². A factor of ten moves \(s_0\) by a factor of 1.78, far more than the corrections above. Keeping \(L<s_0\) excludes the S-shaped state under the stated assumptions, if the largest plausible \(\Gamma\) is used. A real beam needs a margin, because compliance at the anchor and at the contact edge shortens the detached length, here by about 3.5 % together. Tip contact needs its own criterion.

Read in reverse, a measured detached length gives \(\Gamma=3Et^3g^2/(2s^4)\). If opening and closing the contact involve different energies, this value lies between \(\Gamma_c\) and \(\Gamma_o\), or equals one of them. The fourth power now works against precision: a 2 % error in \(s\) becomes about 8 % in \(\Gamma\), and a 2 % error in thickness about 6 %. An ignored soft anchor makes \(\Gamma\) appear too large, whereas ignored friction during closing makes it appear too small. The remaining digits are in the numerical output.

## Computed results

```
Young modulus: 160 GPa
Poisson ratio: 0.22 (no unit)
Work of adhesion: 100 mJ/m^2
Thickness: 2000 nm
Gap height: 2000 nm
Width: 10000 nm
Beam length: 200000 nm
Detached length, formula: 93614 nm
Detached length, formula: 936139 angstrom
Detached length, direct minimisation: 93614 nm
Bending energy: 1.9476e+08 eV
Adhesion energy: -6.6401e+08 eV
Stuck minus free energy: -4.6925e+08 eV
Length for equal stuck and free energy: 124819 nm
Edge curvature: 1.3693e-06 1/nm
Peak bending stress: 0.219 GPa
Natural curvature tried: 1.0e-07 1/nm
Detached length with natural curvature: 93614 nm
Detached length at 10 mJ/m^2: 166472 nm
Stuck minus free energy at 10 mJ/m^2: 1.3708e+07 eV
Formula length at 1 mJ/m^2 (exceeds beam): 296033 nm
Wide-beam limit, length change: 1.25 %
Soft anchor, equivalent extra length: 2000 nm
Soft anchor, detached length: 91717 nm
Soft anchor, length change: -2.03 %
Blocked sliding, detached length: 95690 nm
Blocked sliding, axial strain: 9.987e-05 (no unit)
Blocked sliding, length change: 2.22 %
Blocked sliding, first-order estimate: 2.34 %
Shear energy over bending energy: 0.134 %
Largest slope: 0.0320 (no unit)
Largest slope squared: 1.03e-03 (no unit)
```
